**Damping-like spin-orbit field from angular momentum balance**

The program tests $B_{\rm DL}=\hbar\xi J/(2eMt)$, where $\xi$ is the torque efficiency, $J$ the current density in the heavy metal, $M$ the magnetization and $t$ the magnetic thickness. A quantum model of one electron spin coupled to a large spin asserts that, with a wide spread of precession phases, the magnet gains the transverse part of the electron's spin. It also asserts that the deviation shrinks roughly as one over the magnet's spin and that the result fails without phase spread. A time integration of the angular momentum balance, which does not use the field formula, relaxes to a steady tilt; the field recovered from this tilt must agree with the formula to a relative accuracy of $10^{-5}$. Energy minimization in an equal applied field must give nearly the same tilt. For $\xi=0.3$, $J=10^{11}\ \mathrm{A/m^2}$, $M=10^6\ \mathrm{A/m}$ and $t=1\ \mathrm{nm}$, the output shows $B_{\rm DL}=9.873\ \mathrm{mT}$. With an anisotropy field of 500 mT, the tilts are $1.1317^\circ$ for the current and $1.1315^\circ$ for the applied field.

## Numerical check

```python
"""Damping-like spin-orbit field of a thin magnetic film.

Result under test: B_DL = hbar * xi * J / (2 * e * M * t)
  xi  torque efficiency (absorbed transverse spin current / charge current,
      in units of hbar/2 per electron charge e)
  J   charge current density in the heavy metal
  M   magnetization, t  magnetic film thickness
  m   unit vector of the magnetization
  p   unit vector of the magnetic moments of the arriving electrons;
      their spin angular momentum points along -p
The vector field is B_DL * (m x p).
"""
import numpy as np
from scipy.constants import hbar, e, mu_0
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

efficiency = 0.3
current_density = 1e11      # A/m^2
magnetization = 1e6         # A/m
thickness = 1e-9            # m
anisotropy_field = 0.5      # T
damping = 0.1

electron_flux = current_density / e
spin_supply = efficiency * electron_flux * hbar / 2
moment_per_area = magnetization * thickness
field_dl = hbar * efficiency * current_density / (
    2 * e * magnetization * thickness)


# Quantum test: what a large spin gains from one electron by exchange.
def spin_matrices(size):
    """Spin matrices in units of hbar."""
    levels = np.arange(size, -size - 1, -1)
    raising = np.diag(np.sqrt(size * (size + 1)
                              - levels[1:] * (levels[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j,
            np.diag(levels)]


def polarized_state(matrices, direction):
    operator = sum(d * a for d, a in zip(direction, matrices))
    return np.linalg.eigh(operator)[1][:, -1]


def magnet_gain(size, magnet_axis, electron_axis, phase_width):
    """Mean spin gain of the magnet for Gaussian precession phases."""
    big = spin_matrices(size)
    small = spin_matrices(0.5)
    exchange = -sum(np.kron(a, b) for a, b in zip(big, small))
    energies, vectors = np.linalg.eigh(exchange / (size + 0.5))
    start = np.kron(polarized_state(big, magnet_axis),
                    polarized_state(small, electron_axis))
    amplitudes = vectors.conj().T @ start
    gaps = energies[:, None] - energies[None, :]
    mean_phase = 20.0
    average = np.exp(1j * gaps * mean_phase - (gaps * phase_width)**2 / 2)
    gain = []
    for a in big:
        full = np.kron(a, np.eye(2))
        in_eigenbasis = vectors.conj().T @ full @ vectors
        final = amplitudes.conj() @ (in_eigenbasis * average) @ amplitudes
        initial = start.conj() @ full @ start
        gain.append((final - initial).real)
    return np.array(gain)


magnet_axis = np.array([0.48, 0.60, 0.64])
electron_axis = np.array([0.0, 1.0, 0.0])
expected_gain = 0.5 * np.cross(magnet_axis,
                               np.cross(electron_axis, magnet_axis))


def gain_error(size, phase_width):
    gain = magnet_gain(size, magnet_axis, electron_axis, phase_width)
    return np.linalg.norm(gain - expected_gain)


error_small = gain_error(10, 8.0)
error_large = gain_error(40, 8.0)
error_coherent = gain_error(40, 0.0)
# Finite-size corrections fall as one over the magnet spin.
assert error_large < 0.02
assert 3.0 < error_small / error_large < 5.0
assert error_coherent > 0.1


# Dynamics from angular momentum balance; the field formula is not used.
# Time is in units of 1/(gyromagnetic ratio * anisotropy field).
moment_axis = np.array([0.0, 1.0, 0.0])
spin_axis = -moment_axis


def magnetization_rate(time, m):
    anisotropy = np.array([0.0, 0.0, anisotropy_field * m[2]])
    torque = moment_per_area * np.cross(m, anisotropy)
    torque = torque + spin_supply * (spin_axis - (spin_axis @ m) * m)
    # Angular momentum of the film is antiparallel to its moment.
    free_rate = -torque / (moment_per_area * anisotropy_field)
    return (free_rate + damping * np.cross(m, free_rate)) / (1 + damping**2)


start_direction = np.array([0.1, 0.2, 1.0])
start_direction /= np.linalg.norm(start_direction)
motion = solve_ivp(magnetization_rate, (0, 300), start_direction,
                   method="DOP853", rtol=1e-10, atol=1e-12)
assert motion.success
final_m = motion.y[:, -1]
assert abs(np.linalg.norm(final_m) - 1) < 1e-6
assert abs(final_m[1]) < 1e-6
tilt_current = np.arctan2(-final_m[0], final_m[2])
field_from_tilt = anisotropy_field * np.sin(2 * tilt_current) / 2
assert abs(field_from_tilt / field_dl - 1) < 1e-5

# An ordinary applied field of equal size along -x, by energy minimization.
applied = minimize_scalar(
    lambda angle: -0.5 * anisotropy_field * np.cos(angle)**2
    - field_dl * np.sin(angle),
    bounds=(0, 0.5), method="bounded", options={"xatol": 1e-10})
tilt_applied = applied.x
assert abs(np.sin(tilt_applied) * anisotropy_field / field_dl - 1) < 1e-5
assert abs(tilt_applied / tilt_current - 1) < 1e-3
assert abs(field_dl * 1e3 - 9.9) < 0.05

print(f"torque efficiency: {efficiency:.1f}")
print(f"current density: {current_density:.1e} A/m^2")
print(f"magnetization: {magnetization:.1e} A/m")
print(f"film thickness: {thickness * 1e9:.1f} nm")
print(f"hbar/(2e): {hbar / (2 * e):.4e} V s")
print(f"electron flux J/e: {electron_flux:.4e} 1/(m^2 s)")
print(f"spin supply per area and time: {spin_supply:.4e} J/m^2")
print(f"magnetic moment per area M t: {moment_per_area:.4e} A")
print(f"damping-like field B_DL: {field_dl * 1e3:.3f} mT")
print(f"same field as B_DL/mu_0: {field_dl / mu_0:.0f} A/m")
print(f"field recovered from dynamics: {field_from_tilt * 1e3:.3f} mT")
print(f"anisotropy field: {anisotropy_field * 1e3:.0f} mT")
print(f"damping constant: {damping:.1f}")
print(f"tilt caused by current: {np.degrees(tilt_current):.4f} degrees")
print(f"tilt by equal applied field: {np.degrees(tilt_applied):.4f} degrees")
print(f"spin gain expected, length: {np.linalg.norm(expected_gain):.4f} hbar")
print(f"gain error, magnet spin 10: {error_small:.4f} hbar")
print(f"gain error, magnet spin 40: {error_large:.4f} hbar")
print(f"gain error, spin 40, no phase spread: {error_coherent:.4f} hbar")
print("no test failed")
```

It prints:

```
torque efficiency: 0.3
current density: 1.0e+11 A/m^2
magnetization: 1.0e+06 A/m
film thickness: 1.0 nm
hbar/(2e): 3.2911e-16 V s
electron flux J/e: 6.2415e+29 1/(m^2 s)
spin supply per area and time: 9.8732e-06 J/m^2
magnetic moment per area M t: 1.0000e-03 A
damping-like field B_DL: 9.873 mT
same field as B_DL/mu_0: 7857 A/m
field recovered from dynamics: 9.873 mT
anisotropy field: 500 mT
damping constant: 0.1
tilt caused by current: 1.1317 degrees
tilt by equal applied field: 1.1315 degrees
spin gain expected, length: 0.4000 hbar
gain error, magnet spin 10: 0.0263 hbar
gain error, magnet spin 40: 0.0069 hbar
gain error, spin 40, no phase spread: 0.3971 hbar
no test failed
```
